\section*{Intrinsic and Extrinsic Fault Energies in an Ising Stacking Model}

\section*{Setting and conventions}

Silicon carbide is built from Si--C bilayers stacked along one axis. Each bilayer sits in one of three lateral positions, $A$, $B$ or $C$, and two neighbouring bilayers never share a position. The cubic polytype 3C repeats $ABC$. This problem asks what a planar error in that sequence costs, and why two kinds of error can have energies of opposite sign.

Only the relative positions of the bilayers matter, not the letters themselves, so the stacking is described by its steps from one bilayer to the next. Give each step a spin: $\sigma=+1$ for $A\to B$, $B\to C$ or $C\to A$, and $\sigma=-1$ for the reverse steps. Perfect 3C then has all spins $+1$. The model energy, per lateral unit cell, is
\begin{equation}
E=E_0-\sum_i\sum_{n=1}^{3}J_n\,\sigma_i\sigma_{i+n},
\label{model}
\end{equation}
where each pair is counted once and $E_0$ is proportional to the number of bilayers. A positive $J_n$ favours equal spins at distance $n$. The couplings are effective energies that summarize the bonding; they are not magnetic.

Faults are flat, isolated and wide, so the dislocations at their edges are left out. Stress, temperature and added electrostatic energy are also left out until part (g). A fault energy is measured from 3C with the same number of bilayers. It may be negative, because 3C need not be the most stable stacking.

\section*{(a) From layers to spins}

\textit{An intrinsic fault is made by removing one bilayer from 3C, an extrinsic fault by inserting one. Find the spin string of each.}

\textbf{Solution.} Take the sequence $A\to B\to C$, with spins $++$, and remove $B$. The remaining step is $A\to C$, which is a reverse step:
\begin{equation}
\ldots ABC\ldots\;\longrightarrow\;\ldots AC\ldots,\qquad ++\;\longrightarrow\;-.
\end{equation}
All other steps are unchanged, so the intrinsic fault is a single reversed spin, $\ldots+++-+++\ldots$

For the extrinsic fault, insert a bilayer between $A$ and $B$. It may not be $A$ or $B$, so it is $C$:
\begin{equation}
\ldots AB\ldots\;\longrightarrow\;\ldots ACB\ldots,\qquad +\;\longrightarrow\;--.
\end{equation}
Both new steps are reverse steps, and the fault is a pair of adjacent reversed spins.

The same strings arise by slip. Move everything above one plane forward by one letter. Steps within each half are unchanged, while the step across the plane grows from one letter to two, which modulo three is a reverse step. This is one reversed spin. Repeating the slip on the next plane reverses the adjacent spin. Slip conserves the number of bilayers, so the natural reference is perfect 3C with the same number of bilayers.

\section*{(b) The intrinsic fault}

\textit{Derive the energy $E_I$ of one reversed spin.}

\textbf{Solution.} In perfect 3C every pair at distance $n$ contributes $-J_n$. If exactly one member is reversed, the product $\sigma_i\sigma_{i+n}$ becomes $-1$ and the pair contributes $+J_n$. The change is
\begin{equation}
(+J_n)-(-J_n)=2J_n .
\label{bond}
\end{equation}
If both members are reversed, or neither, the product remains $+1$ and nothing changes.

A single reversed spin has two partners at each distance $n$, one on either side. Neither partner is reversed, so both pairs cost $2J_n$:
\begin{equation}
E_I=\sum_{n=1}^{3}2\times2J_n=4(J_1+J_2+J_3).
\label{EI}
\end{equation}
One factor of two counts the partners; the other is the change from $-J_n$ to $+J_n$.

\section*{(c) The extrinsic fault and thicker blocks}

\textit{Find the energy $E(m)$ of $m$ adjacent reversed spins. Obtain the extrinsic energy $E_E$ and the limit of a thick block.}

\textbf{Solution.} Label the reversed spins $1,\ldots,m$, and count pairs $(i,i+n)$ whose left member is in the block and whose right member is outside. There are $m$ choices of left member. The right member is still inside when $i\le m-n$, which happens $\max(m-n,0)$ times. The number of cut pairs is therefore
\begin{equation}
m-\max(m-n,0)=\min(m,n).
\end{equation}
By mirror symmetry, equally many pairs have only their right member in the block. With the cost \eqref{bond} for each,
\begin{equation}
E(m)=\sum_{n=1}^{3}2\min(m,n)\,2J_n=4\sum_{n=1}^{3}\min(m,n)\,J_n .
\label{block}
\end{equation}
Setting $m=1$ recovers \eqref{EI}. For $m=2$ the minima are $1,2,2$, so
\begin{equation}
E_E=4(J_1+2J_2+2J_3)=4J_1+8J_2+8J_3 .
\label{EE}
\end{equation}
For every $m\ge3$ the minima are $1,2,3$, and
\begin{equation}
E(m\ge3)=4J_1+8J_2+12J_3 .
\label{twin}
\end{equation}
This no longer depends on $m$. A thick block is itself cubic, in the reversed orientation, and is bounded by two twin boundaries. Each boundary costs half of \eqref{twin}, namely $2J_1+4J_2+6J_3$. The boundaries stop interacting at $m=3$ because the couplings end at $n=3$.

\section*{(d) What makes the two faults different}

\textit{Compare $E_E$ with $E_I$ and with two separate intrinsic faults. When do the two energies have opposite signs?}

\textbf{Solution.} Subtracting \eqref{EI} from \eqref{EE} gives
\begin{equation}
E_E-E_I=(4-4)J_1+(8-4)J_2+(8-4)J_3=4(J_2+J_3).
\end{equation}
The nearest-neighbour term drops out. Both faults have two places where the spin changes sign, and $J_1$ counts just those places. With $J_2=J_3=0$ the faults would cost the same, $4J_1$. The contrast comes entirely from the longer-range couplings.

Now place two single reversed spins a distance $d$ apart. Adding their separate energies gives $2E_I$, but this charges the pair joining them twice, once for each reversed spin. In fact both members are reversed, so that pair costs nothing. The correction is $-2\times2J_d$:
\begin{equation}
E_{\rm pair}(d)=2E_I-4J_d,\qquad J_d=0\ \text{for}\ d>3 .
\label{pair}
\end{equation}
For $d=1$ this is $8J_1+8J_2+8J_3-4J_1$, which agrees with \eqref{EE}. An extrinsic fault is thus two intrinsic faults on adjacent planes, with an interaction energy $-4J_1$. If $J_1$ vanished, it would cost twice an intrinsic fault.

For the signs, \eqref{EI} and \eqref{EE} give
\begin{align}
E_I>0&\iff J_1>-(J_2+J_3),\\
E_E<0&\iff J_1<-2(J_2+J_3).
\end{align}
Both hold in the window
\begin{equation}
-(J_2+J_3)<J_1<-2(J_2+J_3),
\label{window}
\end{equation}
which is open if $J_2+J_3<0$. A first slip then raises the energy, while a second slip on the adjacent plane takes it below that of perfect 3C. The reverse case, $E_I<0<E_E$, requires $-2(J_2+J_3)<J_1<-(J_2+J_3)$, which is possible only if $J_2+J_3>0$.

\section*{(e) Fault energies from bulk polytypes}

\textit{The repeating spin patterns of 2H, 4H and 6H are $+-$, $++--$ and $+++---$. Express both fault energies through the bulk energies of these polytypes relative to 3C.}

\textbf{Solution.} The energy per bilayer, apart from the common constant, is $-\sum_nJ_n\langle\sigma_i\sigma_{i+n}\rangle$, with the average taken over one period. For $n=1,2,3$ the averages are
\begin{align}
\text{3C}&:\ 1,\ 1,\ 1, & \text{2H}&:\ -1,\ 1,\ -1,\nonumber\\
\text{4H}&:\ 0,\ -1,\ 0, & \text{6H}&:\ \tfrac13,\ -\tfrac13,\ -1 .
\end{align}
In 6H, for example, four of the six nearest-neighbour products are $+1$ and two are $-1$, which gives $(4-2)/6=\tfrac13$. Each energy difference from 3C is the sum of $J_n$ times one minus the average:
\begin{align}
\Delta_{2H}&=2J_1+2J_3,\\
\Delta_{4H}&=J_1+2J_2+J_3,\\
\Delta_{6H}&=\tfrac23J_1+\tfrac43J_2+2J_3 .
\end{align}
For the intrinsic fault try $E_I=x\Delta_{2H}+y\Delta_{4H}$. The $J_2$ terms require $2y=4$, so $y=2$. The $J_1$ terms require $2x+y=4$, so $x=1$. The $J_3$ terms then give $2+2=4$, as needed.

For the extrinsic fault add a term $z\Delta_{6H}$. The conditions from $J_1$, $J_2$ and $J_3$ are
\begin{equation}
2x+y+\tfrac23z=4,\qquad 2y+\tfrac43z=8,\qquad 2x+y+2z=8 .
\end{equation}
Half the second is $y+\tfrac23z=4$; comparison with the first gives $x=0$. The third minus the first is $\tfrac43z=4$, so $z=3$, and then $y=2$. Hence
\begin{equation}
E_I=\Delta_{2H}+2\Delta_{4H},\qquad E_E=2\Delta_{4H}+3\Delta_{6H}.
\label{bulk}
\end{equation}
These relations hold when the couplings end at $n=3$; a further coupling $J_4$ would spoil both. The intrinsic fault involves the strongly hexagonal 2H, whereas the extrinsic fault does not. This is the same contrast as in part (d), expressed in bulk energies.

\section*{(f) A cubic silicon carbide film}

\textit{Take $a=0.436$ nm and the round parameters $J_1=4.0$, $J_2=-2.5$, $J_3=-0.5$ meV. Evaluate the fault energies per cell and per area.}

\textbf{Solution.} These couplings imitate the rough regime of SiC, where terms of a few meV nearly cancel. They are chosen values, neither measured nor computed from the electronic structure. They give
\begin{align}
E_I&=4(4.0-2.5-0.5)=4.0\ \text{meV},\\
E_E&=4(4.0-5.0-1.0)=-8.0\ \text{meV}.
\end{align}
The window \eqref{window} runs from 3.0 to 6.0 meV and contains $J_1$, so the signs differ.

Neighbouring sites in a (111) plane are $a/\sqrt2$ apart. The cell is a rhombus with this side and a $60^\circ$ angle, so its area is
\begin{equation}
A=\frac{\sqrt3}{2}\,\frac{a^2}{2}=\frac{\sqrt3\,a^2}{4}=0.0823\ \text{nm}^2 .
\end{equation}
One meV per cell is then $1.946$ mJ/m$^2$, and
\begin{equation}
\gamma_I=\frac{E_I}{A}=7.8\ \text{mJ/m}^2,\qquad
\gamma_E=\frac{E_E}{A}=-15.6\ \text{mJ/m}^2 .
\end{equation}

The bulk route agrees. With $\Delta_{2H}=7.0$, $\Delta_{4H}=-1.5$ and $\Delta_{6H}=-1.667$ meV per bilayer, \eqref{bulk} gives $7.0-3.0=4.0$ meV and $-3.0-5.0=-8.0$ meV. Among these four polytypes 6H is lowest, so 3C is metastable in the example and a negative fault energy is no contradiction.

Two intrinsic faults cost 18, 10 and 8 meV at distances 2, 3 and 4, against $-8$ meV on adjacent planes. By \eqref{pair}, negative $J_2$ and $J_3$ make them repel at distances 2 and 3, while positive $J_1$ binds them at distance 1. A third adjacent reversed spin adds $4J_3=-2$ meV, which brings the block to $-10$ meV, where it stays.

\section*{(g) How far can the signs be trusted?}

\textit{Estimate the main effects omitted from the model, for a film on Si(001).}

\textbf{Solution.} \textit{Film stress.} When a Shockley partial sweeps unit area, the upper crystal is displaced by $\mathbf b$, with $b=a/\sqrt6=0.178$ nm, and the stress does work $\tau b$. Here $\tau$ is the shear stress resolved on the slip plane along $\mathbf b$. For equal in-plane stresses $s$, the plane normal $(1,1,1)/\sqrt3$ and the direction $(1,1,-2)/\sqrt6$, which moves the upper crystal forward by one letter,
\begin{equation}
|\tau|=\frac{|s+s|}{\sqrt{18}}=\frac{\sqrt2}{3}|s| .
\end{equation}
A rough film stress of 200 MPa gives $|\tau|=94$ MPa and $|\tau|b=16.8$ mJ/m$^2$, about twice $\gamma_I$. A resolved stress of 44 MPa already balances $\gamma_I$. The sign of the film stress and the choice of partial decide whether the stress widens or narrows the fault. For the other two partials of the same plane, $\tau$ has half the size and the opposite sign. An extrinsic fault made by two slips carries the sum of two partials; at a tensile 200 MPa the work is $+33.6$, $+8.4$ or $-16.8$ mJ/m$^2$, so stress can outweigh $|\gamma_E|$ as well.

\textit{Temperature.} In the classical limit a vibrational mode has free energy $k_BT\ln(\hbar\omega/k_BT)$, so a small fractional frequency shift $\delta$ changes it by $k_BT\delta$. A bilayer is hexagonal when the spins on its two sides differ, and each fault has two such bilayers, adjacent in the intrinsic fault and separated by one cubic bilayer in the extrinsic fault. They hold four atoms per cell, hence 12 modes:
\begin{equation}
\Delta F\simeq12\,k_BT\,\delta .
\end{equation}
At a rough growth temperature of 1650 K, $k_BT=142$ meV. A trial shift of 0.1 percent gives 1.7 meV, and a softening of 0.23 percent would cancel $E_I$. The actual shift is not known from this model. For a 120 meV mode the quantum result is 6 percent above the classical one.

\textit{Electrostatics.} The hexagonal bilayers carry a spontaneous polarization $P$. Without free charge the displacement vanishes, the field is $-P/\varepsilon$, and the energy per area is $P^2t/2\varepsilon$. With rough values $P=0.02$ C/m$^2$ and relative permittivity 9.7, and with thickness $t=2a/\sqrt3=0.503$ nm, this is 1.2 mJ/m$^2$. It raises both fault energies. Here $t$ is the summed thickness of the two hexagonal bilayers and $P$ their local polarization. The energy goes as $P^2$: if 0.02 C/m$^2$ is instead the average over 4H, which is half hexagonal, the local value is 0.04 C/m$^2$ and the term is 4.7 mJ/m$^2$. Couplings fitted to bulk polytypes through \eqref{bulk} already contain part of this energy, so for them the correction is smaller.

\textit{Doping.} Suppose the fault is a conduction-band barrier of roughly 0.9 eV over the same thickness. For independent electrons, the first-order energy with undisturbed density, $n\,t\,\Delta E_c$, is an upper bound, since the electrons can lower their energy by avoiding the barrier. At $10^{19}$ cm$^{-3}$ the bound is 0.73 mJ/m$^2$. It is proportional to the density and therefore a negligible part of the fault energy in a lightly doped layer. The bound holds for a pure barrier only; it leaves out the potential step $Pt/\varepsilon\approx0.12$ V across the fault, does not apply to a fault that acts as a well, and says nothing about the electrical effect of the fault.

\textit{Further couplings.} A coupling $J_4$ adds $4J_4$ to $E_I$ and $8J_4$ to $E_E$, by the counting of part (c). A four-spin term $-K\sigma_i\sigma_{i+1}\sigma_{i+2}\sigma_{i+3}$ behaves differently. One reversed spin belongs to four such groups, each of which changes sign and costs $2K$, in total $8K$. For two adjacent reversed spins, only the two groups containing exactly one of them change sign, which gives $4K$. The intrinsic energy would vanish at $J_4=-1.0$ meV or at $K=-0.5$ meV, the latter no larger in size than $J_3$.

\textit{Reading for real films.} At the values chosen here, stress is the largest of these effects: a film stress of 200 MPa can shift the energy balance of a widening intrinsic fault by about 17 mJ/m$^2$, in a direction set by the sign of the film stress, and by half as much the other way for the other two partials. Without stress, take the trial shift of 0.1 percent and $|J_4|=|K|=0.1$ meV, all with unfavourable signs. The intrinsic energy falls to $4.0-1.7-0.4-0.8=1.1$ meV, barely positive; the electrostatic term, at the rough values above, adds back 0.6 meV. The extrinsic energy rises to $-8.0+1.7+0.8+0.4=-5.1$ meV, or about $-10$ mJ/m$^2$; with the rough values used above, the electrostatic and doping terms add at most about 2 mJ/m$^2$, or about 5 mJ/m$^2$ with $P$ doubled, and leave it negative. These are trial sizes, not bounds. The example therefore does not establish the sign of the intrinsic energy in real 3C-SiC, which needs couplings computed for the material and the stress of the particular film.

\section*{Computed values}
\begin{verbatim}
J1, J2, J3 = 4.0, -2.5, -0.5 meV
Lattice constant a = 0.436 nm
Cell area = 0.08231 nm^2
Shockley vector length = 0.1780 nm
1 meV per cell = 1.9464 mJ/m^2
Intrinsic coefficients of J1..J4 = [4, 4, 4, 4]
Extrinsic coefficients of J1..J4 = [4, 8, 8, 8]
Intrinsic fault energy = 4.00 meV/cell
Extrinsic fault energy = -8.00 meV/cell
Intrinsic fault energy = 7.79 mJ/m^2
Extrinsic fault energy = -15.57 mJ/m^2
Extrinsic minus intrinsic = -12.00 meV/cell
Twin slab, 3 or more spins = -10.00 meV/cell
Two reversed spins, distance 1 = -8.00 meV/cell
Two reversed spins, distance 2 = 18.00 meV/cell
Two reversed spins, distance 3 = 10.00 meV/cell
Two reversed spins, distance 4 = 8.00 meV/cell
J1 window for opposite signs = 3.00 to 6.00 meV
2H minus 3C = 7.0000 meV/bilayer
4H minus 3C = -1.5000 meV/bilayer
6H minus 3C = -1.6667 meV/bilayer
Film stress (rough) = 200 MPa
Largest resolved stress = 94.3 MPa
Stress drive on partial = 16.78 mJ/m^2
Resolved stress balancing intrinsic = 43.7 MPa
Growth temperature (rough) = 1650 K
Thermal energy kT = 142.2 meV
Modes in two bilayers = 12
Trial frequency shift = 0.10 percent
Vibrational change for trial = 1.71 meV/cell
Shift size cancelling intrinsic = 0.234 percent
Quantum/classical ratio at 120 meV = 1.058
Polarization (rough) = 0.020 C/m^2
Relative permittivity (rough) = 9.7
Two-bilayer thickness = 0.5034 nm
Depolarization energy = 1.17 mJ/m^2
Electron density = 1.0e+19 cm^-3
Conduction barrier (rough) = 0.90 eV
Electron exclusion upper bound = 0.73 mJ/m^2
Trial size of J4 or K = 0.10 meV
J4 trial, intrinsic change = 0.40 meV/cell
J4 trial, extrinsic change = 0.80 meV/cell
K trial, intrinsic change = 0.80 meV/cell
K trial, extrinsic change = 0.40 meV/cell
J4 cancelling intrinsic = -1.00 meV
K cancelling intrinsic = -0.50 meV
\end{verbatim}
